# Amorphization Fluence from a Critical Damage Energy Density

## Problem

An ion beam strikes a crystalline solid. At the depth of interest each ion deposits damage energy \(F=1\ \text{keV/nm}\), that is, energy per unit depth given to atomic collisions. The solid is taken to turn amorphous wherever the accumulated damage energy per volume reaches the critical value \(u_c=6\times10^{23}\ \text{eV/cm}^3\).

(a) Estimate by scaling the fluence (ions per unit area) at which this depth turns amorphous.

(b) Calculate the fluence at which the mean damage energy density equals \(u_c\).

(c) The energy of one ion is spread sideways around its track. Take a Gaussian spread with standard deviation \(s=5\ \text{nm}\) along each lateral axis. How sharply do the points of the layer cross the threshold, and when does the answer to (b) fail?

All three inputs are round model parameters. The model assumes the following:

- The ions arrive independently and uniformly over an area much wider than one track.
- Every ion leaves the same smooth lateral profile at the chosen depth. A width averaged over many ions also contains the scatter from ion to ion; single tracks are then narrower than \(s\), and the density varies more from point to point than calculated here.
- Their damage energies add, and no damage is repaired between impacts.
- The energy that an ion gives to electrons is not part of \(F\).
- The critical density is an empirical criterion. It replaces a description of how the atoms actually lose their crystalline order.

Electronvolts and nanometres are the natural units here.

## First estimate by scaling

Since \(1\ \text{cm}=10^7\ \text{nm}\), one cubic centimetre contains \(10^{21}\ \text{nm}^3\), and

\[
u_c=\frac{6\times10^{23}\ \text{eV}}{10^{21}\ \text{nm}^3}=600\ \text{eV/nm}^3,
\qquad F=1000\ \text{eV/nm}.
\]

The fluence \(\Phi\) can depend on \(u_c\), \(F\) and \(s\). Try a product of powers, \(\Phi\sim u_c^{a}F^{b}s^{c}\). The dimensions are energy/length³ for \(u_c\), energy/length for \(F\), length for \(s\), and 1/length² for \(\Phi\). Matching the powers of energy and of length gives

\[
a+b=0,\qquad -3a-b+c=-2 .
\]

The first equation gives \(b=-a\), and the second then gives \(c=2a-2\). The exponent \(a\) remains free, because the three inputs form a dimensionless number, \(u_cs^2/F\). The general form is therefore

\[
\Phi=\frac{u_c}{F}\,g\!\left(\frac{u_cs^2}{F}\right),
\]

with a function \(g\) that dimensions cannot supply.

A physical argument is needed to go further. The dimensionless number is

\[
\frac{u_cs^2}{F}=\frac{600\times 5^2}{1000}=15 .
\]

One ion spreads its energy over an area of order \(s^2\), so it produces a density of order \(F/s^2\). This scale is 15 times smaller than \(u_c\), and the peak density \(F/2\pi s^2\) of the Gaussian track used below is smaller by a further factor \(2\pi\), about 94 times in all. Many tracks must therefore overlap before the threshold is reached. With many overlapping tracks, the width of each one should matter little: a wider track gives less energy to a given point, but more ions reach that point. If the width drops out, \(g\) is a constant. Taking it to be of order one gives

\[
\Phi\sim\frac{u_c}{F}=\frac{600}{1000}\ \text{nm}^{-2}=0.6\ \text{ions/nm}^2 .
\]

The estimate leaves two matters open: the value of the constant, and the range in which the width may be ignored.

## Exact solution for the mean density

Let \(e(r)\) be the energy density that one ion leaves at lateral distance \(r\) from its track, at the chosen depth. Integrated over the lateral plane, it must give the energy per unit depth:

\[
\int e(r)\,d^2r=F .
\]

Fix a point in the layer and divide the plane around it into small elements \(d^2r\). At fluence \(\Phi\), an element receives \(\Phi\,d^2r\) ions on average, and each of them adds \(e(r)\) to the density at the fixed point. The mean density there is the sum over all elements:

\[
\bar u(\Phi)=\int e(r)\,\Phi\,d^2r=\Phi\int e(r)\,d^2r=\Phi F .
\]

The fluence leaves the integral because the beam is uniform. The shape and width of the track have dropped out without any assumption about overlap. Setting \(\bar u=u_c\) defines the fluence asked for in (b):

\[
\boxed{\Phi_c=\frac{u_c}{F}}
\]

With the given numbers, and \(1\ \text{cm}^2=10^{14}\ \text{nm}^2\),

\[
\Phi_c=0.6\ \text{ions/nm}^2=6\times10^{13}\ \text{ions/cm}^2 .
\]

If \(F\) varies with depth \(z\), the same argument holds at each depth and gives \(\Phi_c(z)=u_c/F(z)\). The depth with the largest \(F\) reaches the threshold first. When that maximum lies below the surface, the amorphous layer starts as a buried one and thickens as the fluence rises.

## How sharp the threshold is

### Spread of the density

The mean density is the same at every point, but the actual density is not, because the ions land at random. The number of ions in an element \(d^2r\) follows a Poisson distribution, whose variance equals its mean \(\Phi\,d^2r\). Each ion contributes \(e(r)\), so the element contributes \(e(r)^2\,\Phi\,d^2r\) to the variance of the density. Different elements are independent, and their variances add:

\[
\sigma_u^2=\Phi\int e(r)^2\,d^2r=\frac{\Phi F^2}{A},
\qquad A\equiv\frac{F^2}{\int e^2\,d^2r}.
\]

The quantity \(A\) is an area, the effective area of one track. Dividing \(\sigma_u\) by the mean \(\Phi F\) gives the relative spread

\[
\frac{\sigma_u}{\bar u}=\frac{1}{\sqrt{A\Phi}} .
\]

The product \(A\Phi\) is the effective number of tracks that overlap at a point.

For the Gaussian track,

\[
e(r)=\frac{F}{2\pi s^2}\,e^{-r^2/2s^2},
\]

and the integral of its square is

\[
\int e^2\,d^2r=\frac{F^2}{4\pi^2s^4}\int_0^\infty e^{-r^2/s^2}\,2\pi r\,dr
=\frac{F^2}{4\pi^2s^4}\,\pi s^2=\frac{F^2}{4\pi s^2}.
\]

Hence \(A=4\pi s^2=314.2\ \text{nm}^2\). At \(\Phi_c\) the effective number of overlapping tracks and the relative spread are

\[
A\Phi_c=314.2\times0.6=188.5,\qquad \frac{1}{\sqrt{188.5}}=7.28\,\% .
\]

A disc of radius \(R\) with uniform density \(e=F/\pi R^2\) has \(\int e^2d^2r=F^2/\pi R^2\), so \(A=\pi R^2\). For \(R=2s\) this equals the Gaussian value. The disc serves below as a second case with the same effective area but a different shape.

### Mean fluence of first crossing

The threshold can also be defined point by point. Under the criterion, a point turns amorphous when its own density first reaches \(u_c\). Let \(\bar\Phi\) be the mean fluence at which this happens. It need not equal \(\Phi_c\), because energy arrives in finite steps and the last ion usually carries the density beyond \(u_c\).

To find \(\bar\Phi\), let the ions fall one after another on a large area \(S\) around the point. Ion \(k\) adds an amount \(X_k\) to the density at the point. Since the ion lands uniformly in \(S\), the mean of \(X_k\) is

\[
\langle X\rangle=\frac1S\int e\,d^2r=\frac FS .
\]

Let ion number \(N\) be the one that brings the density to \(u_c\) or above. Ion \(k\) belongs to the sum up to the crossing if \(N\ge k\), which means that the first \(k-1\) ions did not suffice. That condition is independent of where ion \(k\) lands. The mean density just after the crossing is therefore

\[
\sum_{k=1}^{\infty}\langle X\rangle\,P(N\ge k)=\frac FS\,\langle N\rangle=F\bar\Phi ,
\]

where \(\sum_k P(N\ge k)=\langle N\rangle\) and \(\bar\Phi=\langle N\rangle/S\) were used. This mean density is also \(u_c\) plus the mean overshoot \(\Delta\), so

\[
\bar\Phi=\frac{u_c+\Delta}{F}.
\]

For the Gaussian track the overshoot follows from a picture that holds when many tracks overlap. Lay the steps \(X_1,X_2,\dots\) end to end along an axis of density. The level \(u_c\), far from the origin, falls within a step of size \(X\) with a probability proportional to how often that size occurs and to \(X\) itself. Within the step its position is uniformly distributed, so the mean remainder beyond it is \(X/2\). Averaging with the weight \(X\) gives

\[
\Delta\simeq\frac{\langle X\cdot X/2\rangle}{\langle X\rangle}
=\frac{\frac1S\int e^2d^2r}{2F/S}=\frac{F}{2A},
\qquad
\bar\Phi\simeq\Phi_c+\frac{1}{2A}.
\]

With the numbers above, \(\bar\Phi\simeq0.6016\ \text{ions/nm}^2\). Relative to \(\Phi_c\), the correction is \(1/(2A\Phi_c)\), which is below 0.3 % here.

### Disc track and the limit of few overlaps

For the disc, every ion that covers the point adds the same amount \(F/A\). The threshold therefore needs a whole number \(m\) of hits, the smallest integer not less than \(u_cA/F=A\Phi_c\). An ion landing in \(S\) covers the point with probability \(A/S\), so \(m\) hits take \(mS/A\) ions on average. Dividing by \(S\) gives a result that holds for any amount of overlap:

\[
\bar\Phi_{\text{disc}}=\frac mA .
\]

Here \(A\Phi_c=188.5\), so \(m=189\) and \(\bar\Phi_{\text{disc}}\approx0.602\ \text{ions/nm}^2\). The excess over \(\Phi_c\) is about half a hit. This agrees with the Gaussian formula because of the chosen inputs; for other inputs the excess of the disc can lie anywhere from zero up to one hit.

The disc also shows how \(u_c/F\) fails as an amorphization fluence when few tracks overlap. The excess of up to one hit is then no longer small compared with \(A\Phi_c\). For \(A\Phi_c\) just above one, for example, two hits are needed, and \(\bar\Phi_{\text{disc}}\) is almost twice \(\Phi_c\). With still smaller tracks the character of the process changes. If \(A\) is smaller than

\[
\frac{F}{u_c}=\frac{1000}{600}\ \text{nm}^2\approx1.7\ \text{nm}^2,
\]

a single ion exceeds the threshold throughout its track. Then \(m=1\) and \(\bar\Phi_{\text{disc}}=1/A\), which is larger than \(u_c/F\). When the mean density reaches \(u_c\), the energy is concentrated in tracks whose density exceeds \(u_c\), while other regions have not been hit. The probability that a point has received no hit is the Poisson value \(e^{-A\Phi}\), so the amorphous fraction grows as

\[
f(\Phi)=1-e^{-A\Phi}.
\]

This is a gradual approach to full coverage, in contrast to the narrow transition found for many overlaps. The track in this problem, with \(A=314.2\ \text{nm}^2\), is far from this limit.

## Comparison of the estimate and the exact solution

The scaling estimate and the exact mean-density result have the same form, \(u_c/F\). The calculation supplies what dimensions could not: for the mean density, \(g=1\) for every track width. For the mean fluence of first crossing, \(g\) does depend on the width. In the disc model it is

\[
g=\frac{\bar\Phi_{\text{disc}}}{\Phi_c}=\frac{m}{A\Phi_c},
\]

which tends to one for many overlaps and grows as \(1/(A\Phi_c)\) when a single hit suffices. For the Gaussian track, the result above gives \(g\simeq1+1/(2A\Phi_c)\), which also tends to one for many overlaps. The guess that the width drops out is thus justified for \(A\Phi_c\gg1\).

The results for the given inputs were tested by landing ions at random, one at a time, and adding up the density at a fixed point, for 8000 independent points per track shape. Both shapes had the effective area \(A=314.2\ \text{nm}^2\); other track widths and the limit of few overlaps were not simulated. The numerical output is given below. At fluence \(\Phi_c\) the mean density was 600.0 eV/nm³ for the Gaussian track and 599.6 eV/nm³ for the disc, against \(u_c=600\ \text{eV/nm}^3\). The relative spreads, 7.32 % and 7.24 %, agree with the predicted 7.28 %.

The mean crossing fluences were 0.6013 and 0.6021 ions/nm². The statistical error of each is about \(0.6\times0.0728/\sqrt{8000}\approx0.0005\ \text{ions/nm}^2\). Both values differ from the prediction of 0.6016 by no more than about this error, but the simulation does not fix the small shift from 0.6 precisely.

The crossing fluence scatters from point to point by nearly the same relative amount as the density. Near the threshold the mean density rises by \(F\) per unit fluence, so a point whose density lies \(\delta u\) below the mean crosses later by about \(\delta u/F\). Dividing \(\sigma_u/F\) by \(\Phi_c=u_c/F\) gives \(\sigma_u/u_c\), the relative spread of the density. The simulated values are 7.25 % and 7.22 %.

At \(\Phi_c\) itself, 48.6 % of the points had crossed for the Gaussian track and 48.9 % for the disc, each with a statistical error of about \(\sqrt{0.25/8000}\approx0.6\) percentage points. The fluence \(6\times10^{13}\ \text{ions/cm}^2\) therefore marks the middle of the transition at this depth, not its completion. Two standard deviations later, at

\[
0.6\,(1+2\times0.0728)\ \text{ions/nm}^2=0.687\ \text{ions/nm}^2,
\]

the fractions were 97.5 % and 97.1 %. In this model, turning about 97 % of the points amorphous needs roughly 15 % more fluence than \(\Phi_c\). This excess scales as \(1/\sqrt{A\Phi_c}\) and is larger when single tracks are narrower than assumed here.

## When damage is repaired during implantation

The assumption most open to doubt in a warm target is that no damage is repaired. A simple model with a single decay time shows the direction of the effect and which times control it; it does not predict the size for a real target. Let the stored damage energy decay with a time constant \(\tau\) while the beam delivers \(J\) ions per unit area and time. In a time \(dt\) the fluence grows by \(d\Phi=J\,dt\), so the mean density obeys

\[
\frac{d\bar u}{d\Phi}=F-\kappa\bar u,\qquad \kappa=\frac{1}{J\tau}.
\]

With \(\bar u(0)=0\) the solution is

\[
\bar u=\frac F\kappa\left(1-e^{-\kappa\Phi}\right).
\]

Setting \(\bar u=u_c\) gives \(e^{-\kappa\Phi}=1-\kappa u_c/F=1-\kappa\Phi_c\), and hence

\[
\Phi=-\frac1\kappa\ln(1-\kappa\Phi_c)
\simeq\Phi_c\left(1+\frac{\kappa\Phi_c}{2}\right)
\quad\text{for }\kappa\Phi_c\ll1 .
\]

The last form uses \(-\ln(1-x)\simeq x+x^2/2\). Weak repair raises the required fluence slightly. If \(\kappa\Phi_c\ge1\), the mean density never reaches \(u_c\), however long the implantation lasts. The layer can still turn amorphous under the pointwise criterion if \(\kappa\Phi_c\) exceeds one by no more than a small multiple of the relative spread of the density, and then only at fluences of several \(\Phi_c\): the density at each point keeps fluctuating about its mean, so more and more points cross the threshold as the implantation continues. Since \(\kappa\Phi_c=(\Phi_c/J)/\tau\), the condition compares two times: the time the beam needs to deliver \(\Phi_c\), and the time in which damage decays. The result \(6\times10^{13}\ \text{ions/cm}^2\) applies when the first is much shorter than the second.

## Table of computed values

```
INPUTS
critical damage energy density = 6.0e+23 eV/cm^3
damage energy per ion and depth = 1.0 keV/nm
chosen lateral track width s = 5.0 nm
FORMULA
critical density = 600.0 eV/nm^3
deposition = 1000.0 eV/nm
amorphization fluence = 0.600 ions/nm^2
amorphization fluence = 6.00e+13 ions/cm^2
effective track area A = 314.2 nm^2
effective number of overlapping tracks = 188.5
relative spread of density = 7.28 %
predicted mean crossing fluence = 0.6016 ions/nm^2
fluence two deviations later = 0.687 ions/nm^2
SIMULATION, Gaussian track, 8000 points
mean density at formula fluence = 600.0 eV/nm^3
relative spread of density = 7.32 %
mean crossing fluence = 0.6013 ions/nm^2
relative spread of crossing = 7.25 %
points crossed at formula fluence = 48.6 %
points crossed two deviations later = 97.5 %
SIMULATION, disc track, 8000 points
mean density at formula fluence = 599.6 eV/nm^3
relative spread of density = 7.24 %
mean crossing fluence = 0.6021 ions/nm^2
relative spread of crossing = 7.22 %
points crossed at formula fluence = 48.9 %
points crossed two deviations later = 97.1 %
```
